Energy of ideal diamond silicon in the Stillinger-Weber model

**Question**

I am preparing to simulate amorphous silicon with the Stillinger-Weber potential and want the perfect crystal as my energy reference. I have been told to show that ideal diamond silicon has energy −2ε per atom and that the three-body energy vanishes at tetrahedral angles.

I can see that (cos θ + 1/3)² is zero for the right angle, but I am stuck on the rest. Each atom has four bonds, so why is the answer not −4ε? Why is each bond worth −ε, when the pair formula contains odd constants such as 7.049556277? And what about the second neighbours? Their angles are not tetrahedral, and they seem to sit very close to the cutoff. Is −2ε a property of the angles, or does it need more than that?

**Answer**

It needs more than the angles. The tetrahedral angles remove the three-body energy. The value −2ε also requires the bond length to sit at the bottom of the pair well, and the second neighbours to lie outside the cutoff. Each point can be settled by hand.

**The model**

Measure lengths in σ and energies in ε. Two atoms a distance r apart have the pair energy

f(r) = A (B/r⁴ − 1) exp[1/(r − a)] for r < a,

and f(r) = 0 for r ≥ a. The cutoff is a = 1.80. Below it the exponent is negative, and it tends to −∞ as r → a, so the energy goes smoothly to zero.

The three-body energy is a sum over angles. Take an atom as the vertex and two of its neighbours at distances r and r′, with angle θ between the two legs. This angle contributes

h = λ exp[γ/(r − a) + γ/(r′ − a)] (cos θ + 1/3)²,

with λ = 21.0 and γ = 1.20, provided both legs are shorter than a. Otherwise h = 0. A triangle of atoms has three possible vertices and so up to three such terms. Summing over every vertex and every unordered pair of its neighbours counts each term once.

The atoms are at rest, the crystal is infinite and free of defects, and the zero of energy is that of widely separated atoms.

**Why one bond is worth −1**

The constants A and B are there to put the minimum of f at r₀ = 2^(1/6) = 1.122462 with depth 1. To see this, differentiate. The derivative of the exponential is −exp[1/(r − a)]/(r − a)², so the product rule gives

f′(r) = A exp[1/(r − a)] { −4B/r⁵ − (B/r⁴ − 1)/(a − r)² }.

Take the factor 1/(a − r)² outside the bracket:

f′(r) = A exp[1/(r − a)] S(r)/(a − r)²,

S(r) = 1 − B/r⁴ − 4B(a − r)²/r⁵.

The prefactor is positive, so the sign of f′ is the sign of S. For 0 < r < a, both subtracted terms in S decrease as r grows, so S increases steadily. It starts from −∞ at small r and reaches 1 − B/a⁴ > 0 at the cutoff. It therefore crosses zero once, from negative to positive, and f has a single stationary point below the cutoff, which is its minimum.

Requiring S(r₀) = 0 and multiplying by r₀⁵ gives

r₀⁵ = B [r₀ + 4(a − r₀)²],

B = r₀⁵/[r₀ + 4(a − r₀)²].

With a − r₀ = 0.677538,

B = 1.78180/(1.12246 + 1.83623) = 0.60222.

Requiring f(r₀) = −1 then fixes A:

A (1 − B/r₀⁴) exp[−1/(a − r₀)] = 1,

A = exp[1/(a − r₀)]/(1 − B/r₀⁴) = 4.3751/0.62062 = 7.0496.

These are the published constants; with more digits the formulas return 7.049556277 and 0.6022245584. The odd numbers encode a simple convention: one bond at its best length has energy −ε.

**Why the three-body energy vanishes**

Diamond consists of two face-centred cubic (fcc) lattices, displaced from each other by a quarter of the cube diagonal. If L is the cube edge, the four bonds of an atom are L/4 times

(1, 1, 1), (1, −1, −1), (−1, 1, −1), (−1, −1, 1).

On the other sublattice all four are reversed, which leaves the angles between them unchanged. Each vector has squared length 3. The scalar product of the first two is 1 − 1 − 1 = −1, and every other pair also gives −1. Hence

cos θ = −1/3, θ = 109.471°.

Four bonds form 4·3/2 = 6 pairs, so each atom is the vertex of six angles. In each of them

cos θ + 1/3 = −1/3 + 1/3 = 0.

The positive sign inside the bracket is what makes the negative cosine the preferred one. Since h is never negative, zero is the least it can be.

**Why the second neighbours do not count**

Two bonds b₁ and b₂ from a common atom end on atoms that are second neighbours of each other. For bond length r, their squared separation is

|b₁ − b₂|² = r² + r² − 2r² cos θ = 2r²(1 + 1/3) = 8r²/3.

This is also the shortest distance within one fcc sublattice, L/√2. The next distance between the two sublattices is larger, √(11/3) r. So the nearest atoms beyond the four bonds are at

r₂ = √(8/3) r₀ = 1.83297.

This exceeds the cutoff 1.80 by 0.03297. You were right that it is close, but the second neighbours are outside. They contribute no pair energy and cannot serve as a leg of any angle.

**Counting the bonds**

Each atom has four bonds, but each bond belongs to two atoms. A crystal of N atoms has 4N/2 = 2N bonds, not 4N. Therefore

E/N = 2 f(r₀) + 0 = 2·(−1) = −2,

or −2ε per atom in ordinary units. The value −4ε is the energy of all bonds touching one chosen atom. Adding that over all atoms would count every bond twice.

A direct enumeration of neighbours and angles in the periodic crystal gives a pair energy of −2.00000000 ε per atom and a three-body energy of 4.5 × 10⁻³² ε, which is zero up to rounding.

**What happens when the crystal is deformed**

Two deformations separate the role of the angles from that of the bond length.

First, change all lengths by the same factor. The angles stay tetrahedral. As long as the second neighbours remain outside, which requires

r ≥ a/√(8/3) = 1.10227,

the three-body energy stays zero and E/N = 2f(r). This equals −2 only at r = r₀. Perfect angles with the wrong bond length do not give −2.

Under stronger compression the second neighbours enter the cutoff. The angle between a bond along (1, 1, 1) and a second neighbour along (2, 2, 0) has cosine 4/(√3·√8) = 0.816, so its three-body term is positive. The statement that diamond has no three-body energy then fails, although the lattice is still perfect diamond. For bond lengths from 0.90 to 1.70 in steps of 0.01, which include this compressed range, the enumerated energy never falls below −2 (to within 10⁻⁸), and the lowest grid point is the one next to r₀.

Second, stretch one cubic axis by a factor s ≥ 1 and keep the other two fixed. The bonds become proportional to

(1, 1, s), (1, −1, −s), (−1, 1, −s), (−1, −1, s),

all with squared length 2 + s². Two of the six pairs have z components of equal sign and scalar product s² − 2. The other four have scalar product −s². The deviations from the ideal cosine are

(s² − 2)/(s² + 2) + 1/3 = 4(s² − 1)/[3(s² + 2)] for two angles,

−s²/(s² + 2) + 1/3 = −2(s² − 1)/[3(s² + 2)] for four angles.

Squaring and adding gives the numerical factor (2·16 + 4·4)/9 = 16/3. No second neighbour comes closer, so the three-body energy per atom is

E₃/N = (16/3) λ exp[2γ/(r − a)] (s² − 1)²/(s² + 2)²,

r = r₀ √[(2 + s²)/3].

For s = 1.02 the bond length is 1.1300, the exponential is 0.02782 and the last fraction is 1.7656 × 10⁻⁴, so

E₃/N = 112 × 0.02782 × 1.7656 × 10⁻⁴ = 5.50 × 10⁻⁴.

Enumeration gives the same value, 5.5011 × 10⁻⁴ ε. The pair energy rises as well, to −1.998830 ε, because the bonds are now too long. Of the total rise of 0.00172 ε, about one third comes from the angles.

**Is diamond the lowest state?**

A lower bound follows from two facts: f ≥ −1 and h ≥ 0. If no atom has more than four neighbours inside the cutoff, there are at most 2N pair terms, and

E/N ≥ −2.

An amorphous network that meets this condition cannot lie below the crystal in this model. The condition is strict, however, because it counts all atoms within the cutoff, not only bonded ones. Two bonds of length r₀ at an angle θ have their end atoms within the cutoff when 2r₀²(1 − cos θ) < a², that is, when θ is below about 106.6°. A network with four bonds per atom but a spread of angles around the tetrahedral one will therefore generally break the condition. The bound says nothing about structures with more neighbours.

It also shows that diamond is a local minimum in a fixed periodic cell. If every atom moves by less than half the gap, 0.03297/2 = 0.0165, no distance can shrink by the full gap, so no new neighbour enters. In a 216-atom cell with every atom displaced by 0.01616 in a random direction, the energy is −1.99523 ε per atom, above −2 as required.

Diamond is not the only structure that reaches −2. In ideal hexagonal diamond each atom also has four tetrahedral bonds of length r₀. Its second neighbours are again at √(8/3) r₀, and one further atom lies along the hexagonal axis at

r₀/3 + r₀ + r₀/3 = 5r₀/3 = 1.871,

still outside the cutoff. The same counting applies, and enumeration gives −2.00000000 ε. The model gives the two ideal stackings the same static energy.

A close-packed crystal shows what the three-body term is for. In fcc with nearest-neighbour distance r₀, each atom has 12 nearest neighbours and 6 more at √2 r₀ = 1.587, inside the cutoff. The pair energy alone would be

6·(−1) + 3·(−0.058) = −6.17,

far below diamond. With the full potential, a scan of nearest-neighbour distances from 1.0 to 1.7 has its lowest fcc energy, −1.817 ε per atom, at 1.400. You can reproduce it. At that distance the second neighbours are outside, and the 12 neighbours form 66 angles: 24 of 60°, 12 of 90°, 24 of 120° and 6 of 180°. The sum of (cos θ + 1/3)² is

24·(25/36) + 12·(1/9) + 24·(1/36) + 6·(4/9) = 21.33.

Hence

E₃/N = 21 × 21.33 × exp(−2.4/0.4) = 1.11,

E₂/N = 6 f(1.400) = 6 × (−0.488) = −2.93,

and the total is −1.82. The angles cannot all be tetrahedral, so fcc pays a large penalty even after its bonds have lengthened. Within this comparison, diamond is lower by 0.183 ε.

**Numbers for silicon**

Take the usual silicon parameters, rounded to ε = 2.168 eV and σ = 0.2095 nm. Then

bond length = 1.122462 × 0.2095 nm = 0.2352 nm,

lattice constant L = 4 × 0.2352 nm/√3 = 0.543 nm,

energy per atom = −2 × 2.168 eV = −4.336 eV.

The lattice constant is close to that of real silicon, but this is no independent prediction: σ scales every length and can be chosen to match it. The measured cohesive energy is roughly 4.6 eV per atom, so the static model crystal with this ε binds too weakly by about 0.3 eV, or some 6% of the measured value. The measured value also includes zero-point motion; allowing for it in the model, as estimated below, widens the shortfall by 0.07 eV. The result −2ε is exact for the static model crystal, not for the material.

Real silicon also vibrates. To size this within the model, expand the energy for small displacements. Since f′(r₀) = 0, a bond changed in length by δr costs ½k(δr)², with k = f″(r₀). Because S(r₀) = 0, only the derivative of S survives:

k = A exp[1/(r₀ − a)] S′(r₀)/(a − r₀)²,

S′(r) = 4B/r⁵ + 8B(a − r)/r⁵ + 20B(a − r)²/r⁶.

The numbers are k = 3.510 × 5.9485 = 20.88 ε/σ². The angular term is already a square, so its prefactor can be taken at r₀. A cosine changed by δc costs w(δc)², with

w = λ exp[2γ/(r₀ − a)] = 21 × 0.02895 = 0.608 ε.

Adding these costs over all bonds and angles gives a quadratic energy, and with the atomic mass 28.09 u it gives the vibration frequencies ω. A quantum oscillator at temperature T has mean energy

(ħω/2) coth(ħω/2k_BT).

Summed over the modes of a periodic 216-atom cell, this gives 0.071 eV per atom of zero-point energy and 0.101 eV per atom in total at 300 K. The second figure includes the first. It raises the crystal energy from −4.336 to about −4.24 eV, a change of 2.3%. Larger cells leave both figures unchanged to the digits shown. They describe the model, whose highest frequency is 17.8 THz against about 15.5 THz for the optical mode of real silicon, so they are not measured values for the material. Thermal expansion and other anharmonic effects are left out. Surfaces are a separate matter: atoms there have missing bonds, so a finite crystal cut from the ideal lattice lies above −2ε per atom on average.

**Does the narrow gap survive at room temperature?**

In nanometres the gap between cutoff and second neighbours is 0.0069 nm. The same vibrations give the second-neighbour distance a standard deviation of 0.0081 nm at 300 K, which is larger than the gap. Counting only motion along the line joining the two atoms, about 20% of the second neighbours are inside the cutoff at any moment; sideways motion lowers this to about 19%. With classical harmonic vibrations, which approximate an ordinary molecular dynamics run, the spread is a little smaller and the fraction, sideways motion included, is about 17%. The statement that only four neighbours interact is therefore true of the static lattice and not of the warm one.

The energy hardly notices. Averaging over a Gaussian distribution of second-neighbour distances, with the first-neighbour bonds held at their ideal positions, gives −5.5 × 10⁻⁶ eV per atom from the pair term and +1.7 × 10⁻⁶ eV from the three-body term. These averages come from excursions of about 3.5 standard deviations, so only the first digit is reliable. A larger cell shifts the pair value to −5.8 × 10⁻⁶ eV. Including sideways motion and the correlated motion of the bonds as well gives about −5.2 × 10⁻⁶ and +1.5 × 10⁻⁶ eV. The reason is the factor exp[1/(r − a)]. Two standard deviations below the mean, r is about 1.756, the exponent is about −23, and the factor is of order 10⁻¹⁰. Only rare, larger excursions add anything noticeable.

For your reference energy, use −2ε = −4.336 eV per atom when you compare with an amorphous structure relaxed to zero temperature. In a classical simulation at finite temperature, compare it with a crystal run at the same temperature instead, so that both energies contain thermal motion. The main computed values are collected in the numerical output below.

Computed values

```
input epsilon: 2.168 eV
input sigma: 0.2095 nm
input cutoff a: 1.80 sigma
input lambda: 21.0
input gamma: 1.20
input atomic mass: 28.09 u
input temperature: 300 K
published A: 7.049556277
derived A: 7.049556277
published B: 0.6022245584
derived B: 0.6022245584
bond length r0: 1.122462 sigma
numerical pair minimum position: 1.122462 sigma
numerical pair minimum energy: -1.00000000 epsilon
neighbours inside cutoff: 4
angles at each atom: 6
cosine of bond angle: -0.333333
bond angle: 109.471 degrees
second-neighbour distance: 1.83297 sigma
gap from cutoff to second neighbours: 0.03297 sigma
same gap: 0.00691 nm
smallest bond with second neighbours outside: 1.10227 sigma
diamond pair energy per atom: -2.00000000 epsilon
diamond three-body energy per atom: 4.5e-32 epsilon
silicon bond length: 0.2352 nm
silicon lattice constant: 0.5431 nm
silicon energy per atom: -4.336 eV
axis stretch factor s: 1.02
stretched pair energy per atom: -1.998830 epsilon
stretched three-body, enumerated: 5.5011e-04 epsilon
stretched three-body, formula: 5.5011e-04 epsilon
hexagonal diamond energy per atom: -2.00000000 epsilon
fcc pair energy alone at r0, per atom: -6.173 epsilon
fcc best full energy per atom: -1.817 epsilon
fcc bond length at that energy: 1.400 sigma
displacement of each atom in shaken crystal: 0.01616 sigma
shaken crystal energy per atom: -1.99523 epsilon
pair curvature at r0: 20.879 epsilon/sigma^2
weight of squared cosine change: 0.6079 epsilon
atoms in vibration cell: 216
direct over harmonic energy change: 1.000002
zero-point energy per atom: 0.071 eV
vibrational energy per atom at 300 K: 0.101 eV
second-neighbour distance spread at 300 K: 0.0081 nm
fraction of second neighbours inside cutoff: 0.20
leaked pair energy per atom: -5.5e-06 eV
leaked three-body energy per atom: 1.7e-06 eV
rough measured cohesive energy (input): 4.6 eV
rough shortfall of model binding: 0.3 eV
```
